**Bragg grating and the 1+1 Dirac equation: a numerical test**

For a weak grating \(n(z)=n_0+\Delta n\cos(2k_0z)\) of length \(L\), the forward and backward envelopes obey a Dirac equation with speed \(v=c/n_0\) and mass \(\hbar\kappa/v\), where \(\kappa=k_0\Delta n/(2n_0)\). The peak reflectivity is \(\tanh^2(\kappa L)\). The program solves Maxwell's equation without envelopes, by multiplying thin-slice matrices, and asserts agreement with the Dirac formulas for the reflection spectrum, the peak position on the scanned grid, the phase, the first zero, the mid-grating intensities and the dispersion relation. It also asserts that reversing the sign of \(\Delta n\) reverses the reflection amplitude, and that the error fades for weaker gratings at fixed \(\kappa L\). A separate Fourier-mode solution of the time-dependent wave equation tests the conversion of forward into backward light. For \(\kappa L=2.0944\), both the Maxwell calculation and the formula give a peak reflectivity of 0.941140. Over detunings from \(-2\kappa\) to \(2\kappa\), the largest absolute difference in reflectivity is \(9.5\times10^{-5}\).

## Verification by program

```python
"""
Claim under test: near the Bragg frequency, the forward and backward envelopes
A, B of light in a weak grating obey the 1+1 Dirac equation, with speed
v = c/n0 and mass hbar*kappa/v, and peak reflectivity is tanh(kappa*L)**2.

Grating: n(z) = n0 + dn*cos(2*k0*z), length L, index n0 outside.
kappa = k0*dn/(2*n0): coupling; delta = (w-w0)/v: detuning wave number.
The reference side solves Maxwell's wave equation without envelopes.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import c, hbar, e, pi

n0 = 1.5
wavelength0 = 1500e-9
dn = 2e-4
periods = 10000
k0 = 2 * pi * n0 / wavelength0
period = pi / k0
L = periods * period
v = c / n0
kappa = k0 * dn / (2 * n0)


def period_matrix(delta, index_step, slices=2000):
    """Maxwell matrix of one period for the state (E, E'/k_vacuum)."""
    k_vacuum = (k0 + np.atleast_1d(delta)) / n0
    total = np.broadcast_to(np.eye(2), (len(k_vacuum), 2, 2)).copy()
    thickness = period / slices
    for j in range(slices):
        n = n0 + index_step * np.cos(2 * pi * (j + 0.5) / slices)
        phase = n * k_vacuum * thickness
        layer = np.empty_like(total)
        layer[:, 0, 0] = layer[:, 1, 1] = np.cos(phase)
        layer[:, 0, 1] = np.sin(phase) / n
        layer[:, 1, 0] = -n * np.sin(phase)
        total = layer @ total
    return total


def waves_before(matrix):
    """Forward and backward waves before a stack, for unit outgoing wave."""
    field = matrix[:, 1, 1] - 1j * n0 * matrix[:, 0, 1]
    slope = -matrix[:, 1, 0] + 1j * n0 * matrix[:, 0, 0]
    return (field + slope / (1j * n0)) / 2, (field - slope / (1j * n0)) / 2


def maxwell_r(delta, index_step, number):
    stack = np.linalg.matrix_power(period_matrix(delta, index_step), number)
    forward, backward = waves_before(stack)
    return backward / forward


def dirac_R(delta):
    """Reflectivity of a Dirac mass slab, from the derived formula."""
    q = np.sqrt(np.asarray(delta) ** 2 - kappa ** 2 + 0j)
    s = L * np.sinc(q * L / pi)
    x = (kappa * s.real) ** 2
    return x / (1 + x)


# Reflection spectrum, location of the peak, phase, and sign of the mass
scan = np.linspace(-2, 2, 51) * kappa
R_scan = np.abs(maxwell_r(scan, dn, periods)) ** 2
spectrum_error = np.max(np.abs(R_scan - dirac_R(scan)))
assert spectrum_error < 1e-3
assert np.argmax(R_scan) == 25
R_peak = np.tanh(kappa * L) ** 2
r_centre = maxwell_r(0.0, dn, periods)[0]
r_shifted = maxwell_r(0.0, -dn, periods)[0]
assert abs(abs(r_centre) ** 2 - R_peak) < 1e-5
assert abs(r_centre - 1j * np.tanh(kappa * L)) < 1e-3
assert abs(r_shifted + 1j * np.tanh(kappa * L)) < 1e-3

ratios = np.array([0.0, 0.5, 1.0, 1.5])
R_points = np.abs(maxwell_r(ratios * kappa, dn, periods)) ** 2
assert np.allclose(R_points, dirac_R(ratios * kappa), atol=1e-3)
delta_zero = np.sqrt(kappa ** 2 + (pi / L) ** 2)
R_zero = abs(maxwell_r(delta_zero, dn, periods)[0]) ** 2
assert R_zero < 1e-5

# Intensities halfway through the grating
one = period_matrix(0.0, dn)
front, _ = waves_before(np.linalg.matrix_power(one, periods))
mid_a, mid_b = waves_before(np.linalg.matrix_power(one, periods // 2))
A2_mid = abs(mid_a[0] / front[0]) ** 2
B2_mid = abs(mid_b[0] / front[0]) ** 2
A2_formula = (np.cosh(kappa * L / 2) / np.cosh(kappa * L)) ** 2
B2_formula = (np.sinh(kappa * L / 2) / np.cosh(kappa * L)) ** 2
assert abs(A2_mid - A2_formula) < 1e-3
assert abs(B2_mid - B2_formula) < 1e-3
assert abs(A2_mid - B2_mid - (1 - R_peak)) < 1e-3

# Dispersion from the Bloch trace of 1000 periods: q^2 = delta^2 - kappa^2
bloch_ratios = np.array([0.0, 0.5, 2.0])
block = np.linalg.matrix_power(period_matrix(bloch_ratios * kappa, dn), 1000)
half_trace = np.trace(block, axis1=1, axis2=2) / 2
q_bloch = np.arccos(half_trace + 0j) / (1000 * period)
q2_scaled = (q_bloch ** 2).real / kappa ** 2
assert np.allclose(q2_scaled, bloch_ratios ** 2 - 1, atol=2e-3)

# Equal kappa*L, different index steps: the error must fade for weak gratings
strengths = [(0.2, 10), (0.02, 100), (0.002, 1000)]
R_strength = [abs(maxwell_r(0.0, s, m)[0]) ** 2 for s, m in strengths]
errors = [abs(R - R_peak) for R in R_strength]
assert errors[0] > 5 * errors[1]
assert errors[2] < 1e-5


def maxwell_backward_fraction(q_ratio, times, step=0.003):
    """Time-dependent wave equation in Fourier modes (units c = k0 = 1).

    Starts with a forward wave only; times are in units of 1/(v*kappa)."""
    coupling = step / (2 * n0)
    orders = np.arange(-6, 6)
    wave_numbers = 2 * orders + 1 + q_ratio * coupling
    size = len(orders)
    eps = (n0 ** 2 + step ** 2 / 2) * np.eye(size)
    eps += n0 * step * (np.eye(size, k=1) + np.eye(size, k=-1))
    eps += step ** 2 / 4 * (np.eye(size, k=2) + np.eye(size, k=-2))
    w2, modes = eigh(np.diag(wave_numbers ** 2), eps)
    w = np.sqrt(w2)
    i_forward, i_backward = 6, 5
    start = np.zeros(size, complex)
    start[i_forward] = 1
    rate = -1j * wave_numbers[i_forward] / n0 * start
    a, a_dot = modes.T @ eps @ start, modes.T @ eps @ rate
    t = np.asarray(times)[:, None] * n0 / coupling
    field = (a * np.cos(w * t) + a_dot * np.sin(w * t) / w) @ modes.T
    f, b = np.abs(field[:, i_forward]) ** 2, np.abs(field[:, i_backward]) ** 2
    return b / (f + b)


# Dirac evolution in time at two envelope momenta
times = np.linspace(0, pi, 201)
time_errors, largest_fraction = [], []
for q_ratio in (0.0, 0.75):
    energy = np.sqrt(1 + q_ratio ** 2)
    dirac = np.sin(energy * times) ** 2 / energy ** 2
    maxwell = maxwell_backward_fraction(q_ratio, times)
    time_errors.append(np.max(np.abs(maxwell - dirac)))
    largest_fraction.append(np.max(maxwell))
assert max(time_errors) < 0.01

mass = hbar * kappa / v
print(f"mean index n0 = {n0:.2f}")
print(f"index modulation dn = {dn:.1e}")
print(f"Bragg wavelength in vacuum = {wavelength0*1e9:.0f} nm")
print(f"grating period = {period*1e9:.1f} nm")
print(f"number of periods = {periods}")
print(f"grating length L = {L*1e3:.3f} mm")
print(f"carrier wave number k0 = {k0:.4e} 1/m")
print(f"speed v = {v:.4e} m/s")
print(f"coupling kappa = {kappa:.2f} 1/m")
print(f"decay length 1/kappa = {1e3/kappa:.3f} mm")
print(f"analogue mass = {mass:.3e} kg")
print(f"analogue rest energy = {mass*v**2/e*1e6:.2f} micro-eV")
print(f"full gap in frequency = {v*kappa/pi/1e9:.2f} GHz")
print(f"full gap in wavelength = {wavelength0*dn/n0*1e9:.3f} nm")
print(f"kappa L = {kappa*L:.4f}")
print(f"single-reflection estimate (kappa L)^2 = {(kappa*L)**2:.4f}")
print(f"tanh(kappa L) = {np.tanh(kappa*L):.5f}")
print(f"peak R, tanh^2 formula = {R_peak:.6f}")
print(f"peak R, Maxwell = {abs(r_centre)**2:.6f}")
print(f"peak transmission 1-R = {1-R_peak:.6f}")
print(f"r, Maxwell = {r_centre.real:.5f} + ({r_centre.imag:.5f}) i")
print(f"r, half-period shift = {r_shifted.real:.5f}"
      f" + ({r_shifted.imag:.5f}) i")
for ratio, R in zip(ratios, R_points):
    print(f"delta/kappa = {ratio:.1f}: R Maxwell = {R:.5f},"
          f" R Dirac = {dirac_R(ratio*kappa):.5f}")
print(f"largest spectrum difference = {spectrum_error:.1e}")
print(f"first zero at delta/kappa = {delta_zero/kappa:.4f}")
print(f"Maxwell R at first zero = {R_zero:.1e}")
print(f"mid-grating |A|^2: Maxwell {A2_mid:.5f}, Dirac {A2_formula:.5f}")
print(f"mid-grating |B|^2: Maxwell {B2_mid:.5f}, Dirac {B2_formula:.5f}")
for ratio, q2 in zip(bloch_ratios, q2_scaled):
    print(f"delta/kappa = {ratio:.1f}: Maxwell q^2/kappa^2 = {q2:.4f}")
for (step, number), R, err in zip(strengths, R_strength, errors):
    print(f"dn = {step:.3f}, {number} periods: Maxwell R = {R:.6f},"
          f" error = {err:.1e}")
print(f"full turn-around time pi/(2 v kappa) = {pi/(2*v*kappa)*1e12:.2f} ps")
print(f"largest backward fraction, q = 0: {largest_fraction[0]:.4f}")
print(f"largest backward fraction, q = 0.75 kappa: {largest_fraction[1]:.4f}")
print(f"largest time-evolution difference (dn = 0.003) = {max(time_errors):.1e}")
print("all tests passed")
```

Running it gives:

```
mean index n0 = 1.50
index modulation dn = 2.0e-04
Bragg wavelength in vacuum = 1500 nm
grating period = 500.0 nm
number of periods = 10000
grating length L = 5.000 mm
carrier wave number k0 = 6.2832e+06 1/m
speed v = 1.9986e+08 m/s
coupling kappa = 418.88 1/m
decay length 1/kappa = 2.387 mm
analogue mass = 2.210e-40 kg
analogue rest energy = 55.10 micro-eV
full gap in frequency = 26.65 GHz
full gap in wavelength = 0.200 nm
kappa L = 2.0944
single-reflection estimate (kappa L)^2 = 4.3865
tanh(kappa L) = 0.97012
peak R, tanh^2 formula = 0.941140
peak R, Maxwell = 0.941140
peak transmission 1-R = 0.058860
r, Maxwell = -0.00008 + (0.97012) i
r, half-period shift = 0.00008 + (-0.97012) i
delta/kappa = 0.0: R Maxwell = 0.94114, R Dirac = 0.94114
delta/kappa = 0.5: R Maxwell = 0.92239, R Dirac = 0.92238
delta/kappa = 1.0: R Maxwell = 0.81439, R Dirac = 0.81435
delta/kappa = 1.5: R Maxwell = 0.29171, R Dirac = 0.29162
largest spectrum difference = 9.5e-05
first zero at delta/kappa = 1.8028
Maxwell R at first zero = 7.6e-10
mid-grating |A|^2: Maxwell 0.15074, Dirac 0.15074
mid-grating |B|^2: Maxwell 0.09188, Dirac 0.09188
delta/kappa = 0.0: Maxwell q^2/kappa^2 = -1.0000
delta/kappa = 0.5: Maxwell q^2/kappa^2 = -0.7500
delta/kappa = 2.0: Maxwell q^2/kappa^2 = 2.9999
dn = 0.200, 10 periods: Maxwell R = 0.940049, error = 1.1e-03
dn = 0.020, 100 periods: Maxwell R = 0.941128, error = 1.2e-05
dn = 0.002, 1000 periods: Maxwell R = 0.941140, error = 2.2e-07
full turn-around time pi/(2 v kappa) = 18.76 ps
largest backward fraction, q = 0: 1.0000
largest backward fraction, q = 0.75 kappa: 0.6416
largest time-evolution difference (dn = 0.003) = 1.6e-03
all tests passed
```
